# Plasma-wave growth in a gated channel with fixed drain current

A field-effect transistor has a channel along $0<x<L$, with the source at $x=0$ and the drain at $x=L$. Electrons of charge $-e$ and mass $m$ drift towards the drain with velocity $v(x,t)$. The gate lies a distance $d$ above the channel, behind a dielectric of permittivity $\varepsilon$. Let $U(x,t)$ be the gate-to-channel voltage less the threshold voltage. The source voltage is held at $U(0,t)=U_0$. The current entering the drain is held constant, so $U(L,t)\,v(L,t)=U_0v_0$, where $v_0$ is the steady drift at the source. The problem asks when a small disturbance of the steady flow grows.

## (a) Find the equations of motion and the waves they carry.

**Solution.** If the density varies slowly over the distance $d$, Gauss's law gives the local capacitor relation $en=CU$, with $C=\varepsilon/d$. For a wave number $k$ this requires $kd\ll1$. Conservation of electrons, $\partial_t n+\partial_x(nv)=0$, becomes

$$\partial_t U+\partial_x(Uv)=0 .$$

At fixed gate voltage the channel potential is a constant minus $U$. The force on an electron is $+e$ times the gradient of that potential, hence $-e\,\partial_xU$. With a momentum relaxation time $\tau$, and with electron pressure and viscosity neglected,

$$\partial_t v+v\,\partial_x v+\frac{e}{m}\,\partial_x U+\frac{v}{\tau}=0 .$$

Friction is dropped until part (f). The steady flow is then uniform. Write $U=U_0+U_1$ and $v=v_0+v_1$, keep first-order terms, and define $s=\sqrt{eU_0/m}$, so that $e/m=s^2/U_0$:

$$(\partial_t+v_0\partial_x)U_1+U_0\,\partial_xv_1=0,\qquad (\partial_t+v_0\partial_x)v_1+\frac{s^2}{U_0}\,\partial_xU_1=0 .$$

Multiply the first equation by $s/U_0$, then add it to the second or subtract it from the second. The combinations $r_\pm=v_1\pm sU_1/U_0$ separate:

$$\partial_t r_\pm+(v_0\pm s)\,\partial_x r_\pm=0 .$$

Thus $s$ is the wave speed relative to the electrons. For $|v_0|<s$ one wave runs towards the drain at $s+v_0$ and the other towards the source at $s-v_0$. Each end receives one wave and launches one, so each end needs one boundary condition. That is what the problem supplies. Parts (b) to (d) assume $|v_0|<s$.

## (b) How does a voltage wave reflect at each end?

**Solution.** Split the voltage as $U_1=U_++U_-$, where $U_\pm=\pm U_0r_\pm/(2s)$ belong to the two waves. Since $v_1=(r_++r_-)/2$,

$$v_1=\frac{s}{U_0}(U_+-U_-).$$

At the source $U_1=0$, so the launched wave is $U_+=-U_-$ and the reflection factor is $-1$.

At the drain the linearized current condition is $U_0v_1+v_0U_1=0$. Inserting the two waves,

$$s(U_+-U_-)+v_0(U_++U_-)=0\quad\Rightarrow\quad U_-=G\,U_+,\qquad G=\frac{s+v_0}{s-v_0}.$$

For $0<v_0<s$ the factor $G$ exceeds one: the voltage wave returns from the drain larger than it arrived. For $-s<v_0<0$ it returns smaller.

## (c) Find the frequencies and growth rates.

**Solution.** Let $F(t)$ be the voltage wave launched at the source. Propagation and the source condition give

$$U_+(x,t)=F\!\left(t-\frac{x}{s+v_0}\right),\qquad U_-(x,t)=-F\!\left(t+\frac{x}{s-v_0}\right).$$

The drain condition $U_-=GU_+$ at $x=L$, with the time origin shifted by $L/(s+v_0)$, becomes

$$F(t+T)=-G\,F(t),\qquad T=\frac{L}{s+v_0}+\frac{L}{s-v_0}=\frac{2sL}{s^2-v_0^2}.$$

Here $T$ is the round-trip time. Both waves are built from $F$, so the whole disturbance, at every $x$, is multiplied by $-G$ after each $T$.

For a mode $F\propto e^{-i\omega t}$ with $\omega=\omega'+i\omega''$, this requires $e^{-i\omega T}=-G$. The modulus gives $\omega''T=\ln G$. The phase gives $\omega'T=n\pi$ with $n$ odd. Therefore

$$\boxed{\;\omega'=\frac{n\pi(s^2-v_0^2)}{2Ls},\qquad \omega''=\frac{s^2-v_0^2}{2Ls}\,\ln\frac{s+v_0}{s-v_0}\;}$$

Positive $\omega''$ means growth. Within this model every mode grows for $0<v_0<s$, and all at the same rate. Large $n$ eventually violates $kd\ll1$, where the model no longer applies.

Let $M=v_0/s$. Two tests support the result. Diagonalizing the linearized equations for $M=-0.4,\,0.1,\,0.4,\,0.7$ and $n=1,3,5$ reproduces the boxed formulas with a largest error of $1.6\times10^{-13}$ in units of $s/L$. Integrating the nonlinear equations in time at $M=0.3$, from a voltage pulse of height $10^{-5}U_0$, multiplies the pulse centre by $-1.8571$ after one $T$. The predicted factor is $-1.3/0.7=-1.8571$.

## (d) What causes the growth, and which drift maximizes it?

**Solution.** Keep the same flow but fix the drain voltage instead of the drain current. Both reflection factors are then $-1$, their product is $+1$, and $e^{-i\omega T}=1$ gives $\omega''=0$. Diagonalization at $M=0.4$ confirms this, with a growth rate of $6.5\times10^{-16}\,s/L$. Drift alone does not amplify here. Nor does a fixed drain current by itself: if the current is fixed at the source as well, the condition $U_0v_1+v_0U_1=0$ there launches $U_+=U_-/G$, which cancels the gain at the drain. Growth requires the product of the two reflection factors to exceed one in magnitude. Fixed voltage at the source and fixed current at the drain achieve this. They are not the only such pair: fixing the velocity instead of the voltage at the source gives a factor $+1$ there, and the same growth rate.

Since $\ln G=2\,\mathrm{artanh}\,M$,

$$\frac{\omega''L}{s}=(1-M^2)\,\mathrm{artanh}\,M .$$

For small $M$, $\mathrm{artanh}\,M=M+M^3/3+\dots$, so the right side is $M-\tfrac23M^3+\dots$ and $\omega''\approx v_0/L$. The wave speed cancels at this order: a faster wave reflects more often but gains less each time.

At fixed $s$ and $L$ the derivative with respect to $M$ is $1-2M\,\mathrm{artanh}\,M$. It falls steadily from $1$ and vanishes once, where $2M\,\mathrm{artanh}\,M=1$. This gives $M=0.648$ and a maximum $\omega''L/s=(1-M^2)/(2M)=0.448$.

As $M\to1$,

$$\frac{\omega''L}{s}\to(1-M)\ln\frac{2}{1-M}\to0 .$$

The gain per round trip diverges, but the upstream wave takes so long to return that the rate vanishes. At $M=0.9$ the drain gain is 19, yet $\omega''L/s=0.280$, below the value 0.412 at $M=0.5$, where the gain is 3.

## (e) What happens when the drift exceeds the wave speed?

**Solution.** The algebra can still be carried out. For $v_0>s$ both $T$ and $G$ are negative, and $-G=(v_0+s)/(v_0-s)>1$. The condition $\omega''T=\ln(-G)$ then gives $\omega''<0$, which looks like a set of decaying modes. These do not describe the evolution of a disturbance, because the problem with these boundary conditions has no solution for general initial data.

Both waves now travel towards the drain, at $v_0+s$ and $v_0-s$. No source signal reaches the drain before $t=L/(v_0+s)$. Until then the drain current follows from the initial disturbance, and a condition imposed there contradicts it. Meanwhile two waves leave the source, where a single condition is given.

A case shows the conflict. Take $M=1.5$ and an initial pulse $U_1=aU_0$ at mid-channel, with $v_1=0$. The fast wave carries $U_+=aU_0/2$ and $v_1=sa/2$. It reaches the drain at $t=0.5L/(2.5s)=0.2L/s$, before any source signal, which needs $0.4L/s$. The disturbance of $Uv$ there is

$$U_0\frac{sa}{2}+v_0\frac{aU_0}{2}=\frac{1+M}{2}\,aU_0s=1.25\,aU_0s .$$

Time integration gives $1.2500$ in these units for two different source signals. The drain current cannot be held fixed.

The well-posed supersonic problem fixes both voltage and velocity at the source and nothing at the drain. A disturbance then leaves by $t=L/(v_0-s)$; in the run with $M=1.5$, a fraction $4.3\times10^{-6}$ of the pulse height remained at that time. The restriction $v_0<s$ therefore does more than fix the sign of $\omega''$: it provides the upstream wave without which there is no feedback.

## (f) Friction makes the steady flow nonuniform. How long can a subsonic channel be?

**Solution.** Let $W=eU/m$, the square of the local wave speed. Steady continuity makes $q=Wv$ constant, so $v=q/W$ and $vv'=-q^2W'/W^3$, where primes on flow variables denote $d/dx$. Multiplying the steady momentum equation by $W$,

$$\left(W-\frac{q^2}{W^2}\right)W'=-\frac{q}{\tau}\quad\Rightarrow\quad \frac{W^2}{2}+\frac{q^2}{W}=\frac{W_0^2}{2}+\frac{q^2}{W_0}-\frac{qx}{\tau}.$$

Along the channel $W$ falls and $v$ rises. The left side has its minimum, $\tfrac32q^{4/3}$, at $W^3=q^2$, which is $v^2=W$: the local drift has reached the local wave speed. From here on $s$ and $M$ denote source values, so $W_0=s^2$ and $q=s^3M$. Setting the right side equal to the minimum gives the limiting length

$$L_c=\tau s\left[\frac{1}{2M}+M-\frac32M^{1/3}\right].$$

With friction, $v_0<s$ at the source is not enough; a steady subsonic channel also needs $L<L_c$.

## (g) How does friction change the growth at small drift?

**Solution.** Use units with $s=L=1$, and let $g=L/(\tau s)$ and $\lambda=-i\omega$, so that growth is $\mathrm{Re}\,\lambda$. To first order in $M$ the steady flow is $W=1-Mgx$, $v=M$. Let $\varphi=Wv_1+vW_1$ be the disturbance of the current. The linearized equations are

$$\lambda W_1+\varphi'=0,\qquad(\lambda+g)v_1+(vv_1+W_1)'=0 .$$

The first gives $W_1=-\varphi'/\lambda$, hence $v_1=(\varphi+M\varphi'/\lambda)/W$. Insert these in the second, multiply by $\lambda$ and keep first order in $M$:

$$\varphi''=\lambda(\lambda+g)\frac{\varphi}{W}+M(2\lambda+g)\varphi',\qquad \varphi'(0)=0,\quad\varphi(1)=0 .$$

Set $\mu=\lambda+g/2$ and $\varphi=e^{M\mu x}\psi$. The first-derivative terms cancel to this order, leaving

$$\psi''=\left(\mu^2-\frac{g^2}{4}\right)(1+Mgx)\psi,\qquad\psi'(0)=-M\mu\,\psi(0),\quad\psi(1)=0 .$$

At $M=0$ the fundamental is $\psi_0=\cos(\pi x/2)$, with $\mu_0^2=(g^2-\pi^2)/4$. For $g<\pi$ the mode is underdamped and $\mu_0$ is imaginary. Multiply the equation by $\psi_0$ and integrate by parts twice. The boundary terms leave $-\psi'(0)=M\mu\psi(0)$, so to first order, with $\int_0^1\psi_0^2dx=\tfrac12$,

$$\tfrac12(\mu^2-\mu_0^2)=M\mu_0+\frac{\pi^2}{4}Mg\int_0^1x\psi_0^2\,dx .$$

Put $\mu=\mu_0+\delta$, so the left side is $\mu_0\delta$. Dividing by $\mu_0$ gives $\delta=M$ plus an imaginary term, which shifts the frequency. Hence $\mathrm{Re}\,\lambda=M-g/2$, or

$$\omega''=\frac{v_0}{L}-\frac{1}{2\tau}+\frac{s}{L}\,O(M^2).$$

Diagonalization about the full nonuniform flow at $g=1$ differs from this law by $-3.6\times10^{-5}$ at $M=0.01$ and $-1.47\times10^{-4}$ at $M=0.02$, in units of $s/L$. The fourfold rise fits a quadratic error. When $M$ is small at onset, growth starts near $v_0=L/(2\tau)$: the electron transit time must be below about $2\tau$.

## (h) Evaluate a cooled InGaAs transistor.

Use these rough values: $L=150$ nm, $d=15$ nm, relative permittivity 13, $U_0=0.30$ V, $m=0.050\,m_e$, mobility $3\times10^4$ cm²/Vs at 77 K, and $v_0=2.0\times10^7$ cm/s.

**Solution.** The wave speed is $s=1.027\times10^8$ cm/s, so $M=0.195$ and $G=1.484$. The round trip takes $0.1222+0.1813=0.3035$ ps. Without friction,

$$\omega''=\frac{\ln1.484}{0.3035\ \text{ps}}=1.30\ \text{ps}^{-1},\qquad f=\frac{1}{2T}=1.65\ \text{THz}.$$

The mobility gives $\tau=0.853$ ps and a loss $1/(2\tau)=0.59$ ps$^{-1}$. Subtraction leaves 0.71 ps$^{-1}$; the full friction calculation gives 0.69 ps$^{-1}$ at 1.63 THz for the fundamental mode (with friction the modes need not share exactly one rate). Its threshold drift is $8.9\times10^6$ cm/s, against $8.8\times10^6$ cm/s from $L/(2\tau)$. The limiting length is about 1.7 µm, so the channel stays well inside the subsonic range.

## (i) Which neglected effects matter for this device?

**Solution.** Two corrections change $s$. The Fermi speed is $v_F=6.96\times10^7$ cm/s. For compression too fast for collisions to restore a round Fermi disc, the pressure $nmv_F^2/4$ along $x$ varies as $n^3$, which adds $3v_F^2/4$ to $s^2$ to leading order in $v_F^2/s^2$. The wave speed becomes $1.19\times10^8$ cm/s. Finite gate distance, with the same dielectric on both sides of the channel, multiplies $s^2$ by $(1-e^{-2kd})/(2kd)$. With the uncorrected $s$, the slower wave has $kd=0.19$, and at that $k$ the factor lowers $s$ to $9.4\times10^7$ cm/s. This is a first estimate, since a lower $s$ in turn raises $k$. At fixed $v_0$ and $L$, putting either speed into the ideal formula gives 1.31 or 1.29 ps$^{-1}$. In this formula the growth hardly moves, as $\omega''\approx v_0/L$ implies, but the frequency does. For finite gate distance this is only a rough guide: the two waves then have different $k$ and different $s$, and the growth also depends on how the fields near the ends are treated, which is not calculated here.

The relation $en=CU$ counts only the electrostatic voltage. The Fermi energy here is 69 meV, so this density needs a gate overdrive nearer 0.37 V than 0.30 V.

The fluid description is itself an assumption: the rough electron-electron path of 700 nm exceeds the channel length. So does the momentum path $v_F\tau\approx590$ nm. The channel is therefore nearly ballistic, and both the local friction $v/\tau$ and the shifted Fermi disc used below are idealizations.

Optical-phonon emission is more serious. Across the drifting Fermi disc the electron energies differ by

$$\tfrac12m(v_F+v_0)^2-\tfrac12m(v_F-v_0)^2=2mv_Fv_0=79\ \text{meV},$$

above a phonon energy of roughly 34 meV. For a rigidly shifted disc, emission opens at $8.6\times10^6$ cm/s, close to the growth threshold. Which of the two comes first depends on the actual electron distribution, which in so short a channel need not be a shifted disc; the chosen drift lies well above both. If it were fully open, with a rough time of 0.2 ps, it would add a loss of 2.5 ps$^{-1}$ and remove the growth. Occupied final states reduce the rate by an amount not calculated here. An added momentum relaxation time below about $1/(2\times0.69)=0.72$ ps would suffice to stop the growth.

The parameters are plausible for a cooled high-mobility transistor, but the low-field mobility is used at a drift where phonon emission may already reduce it. A real drain circuit must also present a high impedance at 1.6 THz, which stray capacitance opposes. The ideal growth is 1.30 ps$^{-1}$ at fixed drain current and zero at fixed drain voltage; a resistive load, which absorbs part of the arriving wave, can even turn growth into damping. The calculated 0.69 ps$^{-1}$ is thus a result for ideal terminals and mobility-limited friction, not a prediction that this device oscillates. The remaining estimates are in the numerical output.

## Table of computed values

```
Largest spectrum error, scaled units: 1.6e-13
Both voltages fixed, M=0.4, growth L/s: 6.5e-16
M=0.2: growth*L/s = 0.1946, drain gain = 1.500
M=0.5: growth*L/s = 0.4120, drain gain = 3.000
M=0.9: growth*L/s = 0.2797, drain gain = 19.000
Best M: 0.6479, growth*L/s there: 0.4477
Pulse run M=0.3: factor seen -1.8571, predicted -1.8571
M=1.5: drain flux/pulse, two source signals: 1.2500, 1.2500
M=1.5: pulse left after L/(v0-s): 4.3e-06
Friction law error, g=1, M=0.01 and 0.02: -3.60e-05, -1.47e-04
Channel length: 150 nm; gate distance: 15 nm
Swing: 0.30 V; mass: 0.050 m_e; permittivity: 13
Mobility: 30000 cm2/Vs; temperature: 77 K
Drift: 2.00e+07 cm/s
Sheet density: 1.437e+12 cm^-2
Drain current: 0.460 mA/um
Wave speed: 1.027e+08 cm/s; M: 0.1947
Relaxation time: 0.853 ps; g = L/(tau s): 0.1712
Drain gain: 1.4835; round trip: 0.3035 ps
Ideal fundamental frequency: 1.647 THz
Ideal growth: 1.2994 1/ps
v0/L: 1.3333 1/ps
Friction loss 1/(2 tau): 0.5863 1/ps
Ideal growth minus loss: 0.7131 1/ps
Growth, full friction model: 0.6941 1/ps
Frequency, full friction model: 1.632 THz
Threshold drift, full model: 8.887e+06 cm/s
Threshold estimate L/(2 tau): 8.794e+06 cm/s
Choking length: 1659 nm
Channel drop: 10.60 mV; mean field: 0.707 kV/cm
Gate field: 0.20 MV/cm
Fermi energy: 68.8 meV; kT: 6.64 meV
Fermi speed: 6.957e+07 cm/s
Wave speed with Fermi pressure: 1.191e+08 cm/s, growth 1.3081 1/ps
Slow wave k*d: 0.188; wave speed at that k: 9.380e+07 cm/s
Ideal growth with that speed: 1.2925 1/ps
Band-edge mass 0.042 m_e, gap 0.75 eV (rough): Fermi-level mass 0.0503 m_e
Electron-electron time (rough): 1.03 ps; path: 715 nm
Viscous loss (rough): 0.0597 1/ps
Energy span across drifting Fermi disc: 79.1 meV
Optical phonon (rough): 34 meV; emission opens at 8.60e+06 cm/s
Loss if emission is fully open, time 0.2 ps (rough): 2.50 1/ps
```
